# Linear voltage-controlled magnetic anisotropy from d levels at a metal–oxide interface, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry and dimensions fix

Consider one atomic layer of a ferromagnet at the boundary between a metal and an oxide. The $z$ axis is the interface normal, pointing from the metal into the oxide, and the layer has a fourfold axis along $z$ with vertical mirror planes. The unit vector $\hat{\mathbf m}$ gives the direction of the spin moment, at angle $\theta$ to $z$.

Time reversal turns $\hat{\mathbf m}$ into $-\hat{\mathbf m}$ and leaves a static electric field unchanged, so the energy is even in $\hat{\mathbf m}$. The lowest terms that depend on direction are therefore quadratic. A quadratic form that is invariant under a fourfold rotation about $z$ is a combination of $m_x^2+m_y^2$ and $m_z^2$, whose sum is one. Up to a constant,

$$E(\theta)=K\sin^2\theta,\qquad K=E(\text{in plane})-E(\text{normal}).$$

With this sign, $K>0$ means that the normal is the easy axis.

Let $F$ be the electric field in the oxide, positive along $+z$. Suppose first that the layer and its surroundings were symmetric under the mirror $z\to-z$. This mirror reverses $F$. The moment is an axial vector, so $m_x$ and $m_y$ change sign and $m_z$ does not, and $\sin^2\theta$ is unchanged. Then $K(F)=K(-F)$ and there is no linear term. At a metal–oxide interface the mirror is absent, and

$$\frac{K(F)}{A}=\frac{K(0)}{A}+\beta F+O(F^2),\qquad \beta=\frac1A\frac{dK}{dF}\bigg|_{F=0},$$

where $K$ is the energy per atom and $A$ the interface area per atom. The unit of $\beta$ is $(\mathrm{J/m^2})/(\mathrm{V/m})=\mathrm{J/(V\,m)}$.

The size can be guessed before any detailed work. If spin–orbit coupling of strength $\xi$ acts between levels of width $\Gamma$, the second-order energy has the scale $\xi^2/4\Gamma$. If unit field removes $q$ electrons per atom, and the anisotropy changes by its own scale when one electron is removed, then $dK/dF\sim q\,\xi^2/4\Gamma$. This guess leaves open the sign, the numerical factor and the part that does not come from the charge $q$.

## 2. The model of the layer

Each atom carries the five real d orbitals $xy$, $yz$, $z^2$, $xz$ and $x^2-y^2$, labelled $i$, with spin $\sigma=+1$ (majority, $\uparrow$) or $\sigma=-1$ (minority, $\downarrow$) along $\hat{\mathbf m}$. Their energies are

$$\varepsilon_{i\sigma}=\varepsilon_i-\frac{\sigma\Delta}{2},$$

with exchange splitting $\Delta>0$. Energies are counted from the chemical potential $\mu=0$, which the metal holds fixed. The temperature is zero.

The rest of the metal is a bath of states into which a d electron can escape. If orbital $i$ is coupled by amplitudes $t_k$ to bath states of energy $\varepsilon_k$, eliminating the bath adds to its energy the term $\sum_k|t_k|^2/(\omega-\varepsilon_k+i0)$. For a flat band much wider than all energies of interest the real part is negligible and the imaginary part is a constant, $-\Gamma$. Under the fourfold point group the orbitals $z^2$, $x^2-y^2$ and $xy$ belong to three different one-dimensional representations, and $xz,yz$ form a doublet. The on-site Green function is therefore diagonal in these orbitals:

$$G_a(\omega)=\frac{1}{\omega-\varepsilon_a+i\Gamma},\qquad a=(i,\sigma).$$

The assumption that $\Gamma$ is the same for all orbitals and both spins is a choice of model; symmetry does not require it. The spin–orbit coupling of the bath is neglected.

The density of states of one level at $\omega$ is $-\mathrm{Im}\,G_a/\pi$. Filling it up to $\omega=0$ gives the occupation

$$n(\varepsilon)=\int_{-\infty}^{0}\frac{d\omega}{\pi}\frac{\Gamma}{(\omega-\varepsilon)^2+\Gamma^2}
=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Gamma},$$

and the density of states at the chemical potential is

$$D(\varepsilon)=-\frac{dn}{d\varepsilon}=\frac{\Gamma/\pi}{\varepsilon^2+\Gamma^2}.$$

Occupations are thus continuous functions of the level energies even at zero temperature, so a small field changes them by a small amount.

## 3. The second-order energy of an open shell

The perturbation is $V=\xi\,\mathbf L\cdot\mathbf S$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$. Because the layer exchanges electrons with the metal, the quantity to expand is the grand potential $\Omega$. Multiply $V$ by a parameter $\lambda$ that runs from 0 to 1. Then $d\Omega/d\lambda=\langle V\rangle_\lambda$, and the expectation value follows from the Green function matrix,

$$\langle V\rangle_\lambda=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0 d\omega\,\mathrm{Tr}\,V G_\lambda,\qquad G_\lambda=G+\lambda\,GVG+O(\lambda^2).$$

Since $G$ is diagonal, $\mathrm{Tr}\,VGVG=\sum_{ab}|V_{ab}|^2G_aG_b$. Hence

$$\langle V\rangle_\lambda=\sum_aV_{aa}n_a+\lambda\sum_{ab}|V_{ab}|^2\chi_{ab}+O(\lambda^2),\qquad
\chi_{ab}=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0 G_aG_b\,d\omega .$$

Integration over $\lambda$ gives a factor $\tfrac12$ in the second term:

$$\Omega_2=\frac12\sum_{ab}|V_{ab}|^2\chi_{ab}.$$

The common width now permits a simple step. With $\zeta=\omega+i\Gamma$,

$$\frac1{\zeta-\varepsilon_a}-\frac1{\zeta-\varepsilon_b}=\frac{\varepsilon_a-\varepsilon_b}{(\zeta-\varepsilon_a)(\zeta-\varepsilon_b)}
\quad\Rightarrow\quad G_aG_b=\frac{G_a-G_b}{\varepsilon_a-\varepsilon_b}.$$

The integral of each single Green function is an occupation, so

$$\chi_{ab}=\frac{n_a-n_b}{\varepsilon_a-\varepsilon_b}.$$

This is negative, because $n$ falls with increasing energy. For two levels of equal energy it has the finite limit $\chi=dn/d\varepsilon=-D(\varepsilon)$. Degenerate levels, such as $xz$ and $yz$ here, therefore cause no divergence. If the orbitals had different widths, the denominator would become the complex number $\varepsilon_a-\varepsilon_b-i(\Gamma_a-\Gamma_b)$. The real parts of the Green functions would then enter as well, and $\chi_{ab}$ could not be written with occupations alone.

When $\Gamma\to0$, occupations become 0 or 1 and a pair contributes if one level is filled (energy $\varepsilon_o$) and the other empty ($\varepsilon_u$). The pair occurs twice in the double sum, which cancels the $\tfrac12$ and leaves $-|V_{ou}|^2/(\varepsilon_u-\varepsilon_o)$, the usual second-order energy.

The formula was tested on two levels at $-0.40$ and $0.40$ eV, each coupled to its own explicit, discrete bath, by diagonalizing the whole one-electron matrix. The energy caused by a weak coupling between the levels was $-0.297$ meV, against $-0.295$ meV from the formula. The difference is within the 3 percent allowed for the finite band width, level spacing and smoothing temperature of the bath.

## 4. How the energy depends on the moment direction

Take unit vectors $\mathbf e_1,\mathbf e_2,\hat{\mathbf m}$ forming a right-handed set. With $L_\pm=\mathbf L\cdot\mathbf e_1\pm i\,\mathbf L\cdot\mathbf e_2$, and $S_\pm$ defined likewise,

$$\mathbf L\cdot\mathbf S=(\mathbf L\cdot\hat{\mathbf m})\,S_m+\tfrac12(L_-S_++L_+S_-),\qquad S_m=\mathbf S\cdot\hat{\mathbf m}.$$

The operator $\mathbf L=-i\,\mathbf r\times\nabla$ is $-i$ times a real operator. Between real orbitals its elements are imaginary, and hermiticity makes them antisymmetric:

$$\langle i|\mathbf L|j\rangle=i\,\boldsymbol\ell_{ij},\qquad \boldsymbol\ell_{ij}=-\boldsymbol\ell_{ji}\ \text{real},\qquad \boldsymbol\ell_{ii}=0.$$

For equal spins $S_m=\sigma/2$, so

$$|\langle i\sigma|V|j\sigma\rangle|^2=\frac{\xi^2}4(\boldsymbol\ell_{ij}\cdot\hat{\mathbf m})^2 .$$

For opposite spins, $S_+|{\downarrow}\rangle=|{\uparrow}\rangle$ gives

$$|\langle i{\uparrow}|V|j{\downarrow}\rangle|^2=\frac{\xi^2}4\left|\boldsymbol\ell_{ij}\cdot\mathbf e_1-i\,\boldsymbol\ell_{ij}\cdot\mathbf e_2\right|^2
=\frac{\xi^2}4\left[\ell_{ij}^2-(\boldsymbol\ell_{ij}\cdot\hat{\mathbf m})^2\right].$$

The last step uses the fact that the squared components along three perpendicular axes add to $\ell_{ij}^2$. Since $\chi_{ab}$ is negative, spin-conserving processes favour a moment along the axis of $\boldsymbol\ell_{ij}$, and spin-flip processes favour a moment perpendicular to it.

Write $\chi_{ij}^{\sigma\sigma'}$ for $\chi$ taken at $\varepsilon_{i\sigma}$ and $\varepsilon_{j\sigma'}$. Inserting both elements in $\Omega_2$ and collecting the terms with $(\boldsymbol\ell_{ij}\cdot\hat{\mathbf m})^2$ gives

$$\Omega_2=\frac{\xi^2}8\sum_{ij}\left\{(\boldsymbol\ell_{ij}\cdot\hat{\mathbf m})^2X_{ij}+\ell_{ij}^2\left(\chi_{ij}^{\uparrow\downarrow}+\chi_{ij}^{\downarrow\uparrow}\right)\right\},$$

$$X_{ij}=\chi_{ij}^{\uparrow\uparrow}+\chi_{ij}^{\downarrow\downarrow}-\chi_{ij}^{\uparrow\downarrow}-\chi_{ij}^{\downarrow\uparrow}.$$

The second term in the braces does not depend on direction. The whole anisotropy at this order is carried by $X_{ij}$.

## 5. Angular-momentum weights

The elements $\boldsymbol\ell_{ij}$ follow from differentiation. With a common normalization the real d orbitals have the angular polynomials

$$\sqrt3\,xy,\quad\sqrt3\,yz,\quad\tfrac12(2z^2-x^2-y^2),\quad\sqrt3\,xz,\quad\tfrac{\sqrt3}2(x^2-y^2).$$

Let $R_x=y\partial_z-z\partial_y$ and $R_z=x\partial_y-y\partial_x$, so that $L_x=-iR_x$ and $L_z=-iR_z$. Then

$$R_z(\sqrt3\,xz)=-\sqrt3\,yz,\qquad R_z(\sqrt3\,xy)=\sqrt3(x^2-y^2)=2\cdot\tfrac{\sqrt3}2(x^2-y^2),$$

$$R_x(\sqrt3\,xy)=-\sqrt3\,xz,\qquad R_x\,\tfrac{\sqrt3}2(x^2-y^2)=\sqrt3\,yz,$$

$$R_x\,\tfrac12(2z^2-x^2-y^2)=2yz+yz=\sqrt3\cdot\sqrt3\,yz .$$

Also $R_z$ gives zero on $z^2$. The squared elements are therefore

- for $L_z$: 1 for $(xz,yz)$ and 4 for $(xy,x^2-y^2)$;
- for $L_x$: 1 for $(xy,xz)$, 3 for $(yz,z^2)$ and 1 for $(yz,x^2-y^2)$.

For $L_y$ the roles of $xz$ and $yz$ are exchanged. No pair of orbitals is connected by two different components of $\mathbf L$, so products such as $\ell^x_{ij}\ell^y_{ij}$ vanish. Since $xz$ and $yz$ have equal energies, the $x$ and $y$ directions have equal weight. This confirms the law $K\sin^2\theta$ at second order in $\xi$.

## 6. The anisotropy energy

Subtract $\Omega_2$ for $\hat{\mathbf m}=\hat{\mathbf z}$ from $\Omega_2$ for $\hat{\mathbf m}=\hat{\mathbf x}$. Each unordered pair occurs twice in the sum over $i$ and $j$, which turns $\xi^2/8$ into $\xi^2/4$. With $\pi$ for either member of the doublet $xz,yz$,

$$K=\frac{\xi^2}4\left[X_{xy,\pi}+3X_{z^2,\pi}+X_{x^2-y^2,\pi}-X_{\pi,\pi}-4X_{xy,x^2-y^2}\right],$$

where $X_{\pi,\pi}$ refers to the pair $(xz,yz)$. In compact form,

$$K=\frac{\xi^2}4\sum_pc_p\sum_{\sigma\sigma'}\sigma\sigma'\,\chi_p^{\sigma\sigma'},$$

with $p$ running over the five pairs and $c_p=1,3,1,-1,-4$.

Three limits check the formula. If $\Delta=0$, the four terms of each $X$ cancel and $K=0$, as it must be without a moment. If all five orbitals have the same energy, all $X$ are equal, and $1+3+1-1-4=0$ gives $K=0$: a spherical shell has no preferred axis. If $\Delta$ is very large with the minority levels kept near $\mu$, the denominators of the spin-flip terms grow and the majority levels are full, so the minority terms $\chi^{\downarrow\downarrow}$ alone survive.

In that last limit the signs are easy to read. Since $\chi$ is negative, pairs connected by $L_z$ favour the normal, while pairs connected by $L_x$ favour the plane. The strength of a pair follows from

$$-\chi_{ab}=\frac1{\varepsilon_a-\varepsilon_b}\int_{\varepsilon_b}^{\varepsilon_a}D(\varepsilon)\,d\varepsilon,$$

which is the mean of $D$ between the two levels. It is largest, $1/\pi\Gamma$, when both levels lie at $\mu$. For a given separation it is largest when they lie symmetrically about $\mu$, because $D$ is even and falls with $|\varepsilon|$.

# Second half: the response to the field

## 7. Symbols and results carried over

The d levels are $\varepsilon_{i\sigma}=\varepsilon_i-\sigma\Delta/2$, measured from $\mu=0$, with $\sigma=+1$ for majority spin. Each has half-width $\Gamma$, occupation $n=\tfrac12-\arctan(\varepsilon/\Gamma)/\pi$ and density of states $D=-dn/d\varepsilon$ at $\mu$. The anisotropy energy per atom, positive for an easy normal, is

$$K=\frac{\xi^2}4\sum_pc_p\sum_{\sigma\sigma'}\sigma\sigma'\chi_p^{\sigma\sigma'},\qquad \chi_{ab}=\frac{n_a-n_b}{\varepsilon_a-\varepsilon_b},$$

with $c_p=1,3,1,-1,-4$ for the pairs $(xy,\pi)$, $(z^2,\pi)$, $(x^2-y^2,\pi)$, $(\pi,\pi)$ and $(xy,x^2-y^2)$, where $\pi$ is $xz$ or $yz$. The field $F$ in the oxide is positive from metal to oxide, and $\beta=(1/A)\,dK/dF$.

This part has expressed the anisotropy energy $K$, to second order in the spin–orbit coupling, through the energies and occupations of the broadened d levels. It remains to find how the field shifts those levels and occupations, to derive the linear coefficient $\beta$ from these shifts, and to work through a numerical example and its limits.
